# Meyer-Neldel compensation in polaron hopping: phonon counting and its limits

## What fixes the form of the answer

An electron hops between two sites whose energies differ by an uphill mismatch $\Delta$. Its coupling to the lattice is linear, and all coupled phonons have the same energy $\hbar\omega$. With the electron on the donor or the acceptor, the lattice Hamiltonians are

$$H_D=\sum_i\hbar\omega\,b_i^\dagger b_i,\qquad H_A=\Delta+\sum_i\hbar\omega\left[b_i^\dagger b_i+g_i(b_i+b_i^\dagger)+g_i^2\right].$$

Define $s_i=g_i^2$ (the Huang-Rhys factor of mode $i$), $S=\sum_i s_i$, and the reorganisation energy $\lambda=S\hbar\omega$. Let $n=\Delta/\hbar\omega$, $\beta=1/kT$ and $x=\beta\hbar\omega$.

Modes of equal frequency can be rotated into one another without changing $\sum_i b_i^\dagger b_i$. Choosing $B=\sum_i g_ib_i/\sqrt S$ as one new mode turns the coupling into $\sqrt S\,(B+B^\dagger)$, and all orthogonal modes drop out. The rate can therefore depend on $S$, but not separately on the number of modes. For weak electronic coupling $J$ the rate is proportional to $J^2$, so dimensions require

$$k=\frac{J^2}{\hbar\,\hbar\omega}\,F(n,S,x).$$

If a cold regime exists with activation energy $n\hbar\omega$ and a temperature-independent prefactor $A$, then

$$\frac{d\ln A}{d\Delta}=\frac{g(n,S)}{\hbar\omega}.$$

Meyer-Neldel compensation means that this slope is positive and nearly constant: $\ln A\simeq\text{const}+E_a/E_{MN}$. The activation entropy is $k\ln A$ up to a constant common to all hops. Counting supplies $g$, and it also shows that the linear law is local and belongs to the cold regime.

## Why assembling phonons gives entropy

**The rate.** The golden rule gives, for mismatch $\Delta$,

$$k(\Delta)=\frac{2\pi J^2}{\hbar}\sum_m P_m\,\delta(\Delta-m\hbar\omega),$$

where $P_m$ is the thermally averaged squared overlap of lattice states for net absorption of $m$ phonons. In a disordered solid the mismatches are spread. Averaging over a window of width $\hbar\omega$ centred on $n\hbar\omega$ keeps one delta function and divides by the width:

$$k_n=\frac{2\pi J^2}{\hbar\,\hbar\omega}P_n .$$

This was tested against exact two-site quantum dynamics with one mode, $S=1$, $x=1.5$, $n=1$ and $J=0.0005\,\hbar\omega$. The ratio of exact to golden-rule rate was 0.995.

**One mode.** The acceptor's phonon operator is $b+g$, so its ground state obeys $b|\tilde0\rangle=-g|\tilde0\rangle$. Expanding $|\tilde0\rangle=\sum_m c_m|m\rangle$ gives $\sqrt{m+1}\,c_{m+1}=-g\,c_m$, hence $c_m=c_0(-g)^m/\sqrt{m!}$. Normalisation requires $c_0^2e^{s}=1$. Absorbing all $m$ phonons of this mode therefore has weight $e^{-s}s^m/m!$.

**Many modes.** When cold, the leading process starts with $n$ thermal phonons, at Boltzmann cost $e^{-nx}$, and ends with none. Summing over all ways to distribute them, by the multinomial theorem,

$$\sum_{\sum m_i=n}\ \prod_i e^{-s_i}\frac{s_i^{m_i}}{m_i!}=e^{-S}\frac{S^n}{n!}.$$

For $N$ equal modes,

$$\frac{S^n}{n!}=\underbrace{\frac{N^n}{n!}}_{\text{ways}}\times\underbrace{s^n}_{\text{coupling cost}} .$$

The first factor lies between the number of choices without repetition, $N(N-1)\cdots(N-n+1)/n!$, and with repetition, $N(N+1)\cdots(N+n-1)/n!$. Going from one mode to $N$ modes at fixed $s$ raises the entropy gained with each further phonon by $\ln N$. Dividing a fixed $\lambda$ among more modes raises the count and lowers $s$ by compensating amounts, as the rotation argument requires. A count of modes without the factor $s^n$ therefore misstates the effect: it overstates the rise with $n$ when $s<1$ and understates it when $s>1$.

One more phonon changes $\ln A$ by

$$\ln\frac{S^{n+1}}{(n+1)!}-\ln\frac{S^n}{n!}=\ln\frac{S}{n+1}.$$

For large $n$, Stirling's formula $\ln n!\simeq n\ln n-n$ gives

$$\frac1{E_{MN}}\simeq\frac{1}{\hbar\omega}\ln\frac Sn=\frac1{\hbar\omega}\ln\frac\lambda\Delta .$$

The increments shrink as $n$ grows, so the entropy is concave. It looks linear over a few phonons because the logarithm varies slowly. It stops rising near $\Delta=\lambda$, and beyond that a larger barrier has a smaller prefactor.

## What temperature does to the count

**All absorption and emission processes.** For one mode, the generating function of the net number absorbed is

$$\chi(\theta)=\sum_nP_ne^{i\theta n}=\left\langle e^{i\theta b^\dagger b}\,D(-g)\,e^{-i\theta b^\dagger b}\,D(g)\right\rangle,$$

with $D(\alpha)=\exp(\alpha b^\dagger-\alpha^*b)$, because $D(-g)\,b\,D(g)=b+g$. The first three factors combine to $D(-ge^{i\theta})$. Using $D(\alpha)D(\gamma)=e^{(\alpha\gamma^*-\alpha^*\gamma)/2}D(\alpha+\gamma)$ gives the phase $-is\sin\theta$ and a total displacement of squared size $2s(1-\cos\theta)$. A thermal oscillator has Gaussian fluctuations, so $\langle D(\alpha)\rangle=e^{-|\alpha|^2(\bar n+1/2)}$, where $\bar n=1/(e^x-1)$. Hence

$$\ln\chi=-is\sin\theta-s(2\bar n+1)(1-\cos\theta)=s\bar n(e^{i\theta}-1)+s(\bar n+1)(e^{-i\theta}-1).$$

These are two independent Poisson processes: absorption with mean $s\bar n$ and emission with mean $s(\bar n+1)$. Independent modes add, replacing $s$ by $S$. If $j$ phonons are emitted, $n+j$ must be absorbed:

$$P_n=e^{-S(2\bar n+1)}\sum_j\frac{(S\bar n)^{n+j}}{(n+j)!}\frac{[S(\bar n+1)]^j}{j!}.$$

With $2\bar n+1=\coth(x/2)\equiv c$, $\bar n/(\bar n+1)=e^{-x}$ and $z=2S\sqrt{\bar n(\bar n+1)}=S/\sinh(x/2)$, the series is that of a modified Bessel function:

$$P_n=e^{-Sc-nx/2}I_n(z).$$

Since $I_{-n}=I_n$, $P_n=e^{-nx}P_{-n}$, which is detailed balance. The cold uphill prefactor is thus the zero-temperature rate of the reverse, downhill hop: what counts as activation entropy uphill is the ease of emitting $n$ phonons downhill.

**The measured quantities.** Define $E_a=-d\ln k/d\beta$ and $\ln A=\ln k+\beta E_a$ at the temperature of measurement. To first order in $q=e^{-x}$, three terms correct the cold weight: $\bar n^n\simeq q^n(1+nq)$, the exponential contributes $-2Sq$, and the process with one emitted phonon contributes $S^2q/(n+1)$. Thus

$$\ln P_n=-S+\ln\frac{S^n}{n!}-nx+qC_n,\qquad C_n=\frac{S^2}{n+1}-2S+n.$$

Because $-dq/dx=q$,

$$\frac{E_a}{\hbar\omega}=n+qC_n,\qquad \ln A=\ln\frac{2\pi J^2}{\hbar\,\hbar\omega}-S+\ln\frac{S^n}{n!}+(1+x)qC_n .$$

The cold law therefore needs $(1+x)q|C_n|\ll1$. The condition $kT<\hbar\omega$ is not sufficient when $S$ is large.

**From cold to hot.** For large numbers of phonons, replace the Bessel series by its largest term. Its general term is $(z/2)^{n+2j}/[j!(n+j)!]$, largest when $j(n+j)=z^2/4$. With $r=\sqrt{n^2+z^2}$ this gives $j=(r-n)/2$ and $n+j=(r+n)/2$. Stirling's formula then yields

$$\ln I_n\simeq r+r\ln\frac z2-j\ln j-(n+j)\ln(n+j)=r-n\,\mathrm{asinh}\frac nz,$$

where the last step uses $\ln j+\ln(n+j)=2\ln(z/2)$ and $(r+n)/(r-n)=(r+n)^2/z^2$.

Write $\nu=n/z$ and $u=n/r=\nu/\sqrt{1+\nu^2}$. Differentiating this form gives $\partial_n\ln I_n=-\mathrm{asinh}\,\nu$ and $\partial_z\ln I_n=r/z$. Also $dz/dx=-zc/2$, so

$$\frac{E_a}{\hbar\omega}=\frac n2+\frac{cr}{2}-\frac{S}{2\sinh^2(x/2)},\qquad \frac{1}{\hbar\omega}\frac{dE_a}{dn}=\frac{1+cu}{2}.$$

Adding $x$ times this derivative to $\partial_n\ln P_n=-x/2-\mathrm{asinh}\,\nu$ gives

$$\frac{d\ln A}{dE_a}=\frac{1}{\hbar\omega}\,\frac{xcu/2-\mathrm{asinh}\,\nu}{(1+cu)/2}.$$

In the cold limit $c,u\to1$ and $\mathrm{asinh}\,\nu\to\ln(n/S)+x/2$, which recovers $\ln(S/n)/\hbar\omega$. At $n=S$, $\nu=\sinh(x/2)$ and $cu=1$, so the slope vanishes at any temperature within this large-number form.

For small $x$, still within the large-number form, $\nu\simeq nx/2S$ and $xc/2\simeq1+x^2/12$. The linear terms in $\nu$ cancel. What remains in the numerator is $\nu x^2/12-\nu^3/3=(nx^3/24S)(1-n^2/S^2)$, while the denominator tends to $(1+n/S)/2$. Hence

$$\frac{d\ln A}{dE_a}\simeq\frac{1}{\hbar\omega}\frac{nx^3}{12S}\left(1-\frac nS\right)\to0 .$$

For $n$ well below $S$, this holds while $x\ll1$ but $Sx\gg3$. At still higher temperature the factor $1/\sqrt{2\pi r}$, omitted from $I_n$ above, matters more: it adds $nx^2/[4S(S+n)\hbar\omega]$ to the slope, which also tends to zero.

The classical rate shows why compensation disappears. Expanding $\ln\chi$ to second order in $\theta$ gives a Gaussian of mean $-S$ and variance $Sc\simeq2S/x$, so

$$k\simeq\frac{2\pi J^2}{\hbar\sqrt{4\pi\lambda kT}}\exp\left[-\frac{(\lambda+\Delta)^2}{4\lambda kT}\right].$$

This is the Marcus rate. Its activation energy is $(\lambda+\Delta)^2/4\lambda-kT/2$, and its prefactor does not contain $\Delta$. Many phonons still take part, but the donor lattice explores the same configurations thermally before the hop. Reaching the crossing fixes one collective coordinate; the freedom in the orthogonal modes is the same for every $\Delta$ and cancels against the initial partition function.

## How large: polarons in disordered ceria

Take rough typical values for electron small polarons hopping between cerium sites in CeO$_2$: $\hbar\omega=0.07$ eV, $\lambda=1.6$ eV and site spacing 0.38 nm. The coupling $J=0.01$ eV is chosen and held fixed for all hops. Then $S=1.6/0.07=22.9$, and $2\pi J^2/(\hbar\,\hbar\omega)=1.36\times10^{13}$ s$^{-1}$.

Suppose the coupling is shared by 60 equal modes, so $s=0.381$. For $n=4$ the logarithm of the number of ways is 13.20 and the coupling cost is $-3.86$, leaving 9.34. For $n=1$ the net value is 3.13. The cold count gives

$$E_{MN}=\frac{3\times0.07\ \text{eV}}{9.339-3.129}=0.034\ \text{eV}.$$

At 100 K, $x=8.12$ and the full rate gives:

| $n$ | rate (s$^{-1}$) | $E_a$ (eV) | $\ln(A\cdot\text{s})$ |
|---|---|---|---|
| 1 | $12$ | 0.074 | 11.09 |
| 2 | $3.9\times10^{-2}$ | 0.143 | 13.30 |
| 3 | $8.6\times10^{-5}$ | 0.212 | 15.22 |
| 4 | $1.4\times10^{-7}$ | 0.281 | 16.89 |

The end points give a slope $(16.894-11.086)/(0.2813-0.0744)=28$ eV$^{-1}$, or $E_{MN}=0.036$ eV. The prefactor rises by $e^{5.81}\approx330$. A fitted straight line misses $\ln A$ by at most 0.15, small beside the rise of 5.81, so the curvature could easily pass unnoticed. The slope is slightly below the cold count because $C_n$ is larger for small $n$: the thermal correction $(1+x)qC_n$ is about 0.59 at $n=1$ and 0.17 at $n=4$.

At 300 K, $E_a$ runs from 0.277 to 0.407 eV while $\ln A$ rises by only 0.36, a factor of 1.4. The slope is 2.7 eV$^{-1}$. The large-number formula at $n=2.5$ gives about 2.4 eV$^{-1}$, reasonable for so few phonons. At 1000 K the slope is 0.07 eV$^{-1}$, and compensation has effectively gone.

## Why the isokinetic point is not a real crossing

A common slope implies that extrapolated Arrhenius lines meet at $T_{iso}=E_{MN}/k$, here 413 K. The true rates do not meet. From the Bessel form,

$$\frac{P_n}{P_{n+1}}=e^{x/2}\frac{I_n(z)}{I_{n+1}(z)}.$$

To show that this exceeds one for $n\ge0$, let $d_n=e^{-z}(I_n-I_{n+1})$. The identity $2I_n'=I_{n-1}+I_{n+1}$ gives $d_n'=(d_{n-1}+d_{n+1})/2-d_n$ for $n\ge1$. Since $I_{-1}=I_1$, $d_{-1}=-d_0$ and $d_0'=d_1/2-3d_0/2$. At $z=0$, $d_0=1$ and all other $d_n=0$. Each $d_n$ gains in proportion to its neighbours and loses in proportion to itself, so all are positive for $z>0$.

In this model, then, a larger mismatch gives a slower hop at every finite temperature. At 413 K the $n=1$ hop is still 28 times faster than the $n=4$ hop. The cold lines bend before reaching their apparent intersection, because there $q=0.14$, which makes $qC_n$ about 30 at $n=1$ and 9 at $n=4$: the cold expansion has failed.

## Comparison with real ceria and neglected effects

The activation energy for polaron hopping in reduced ceria is roughly 0.4 eV, comparable with the model's 0.37 to 0.49 eV at 1000 K. This agreement reflects the chosen $\lambda$, for which $\lambda/4=0.40$ eV, and does not test the counting argument. If every hop had the $n=1$ rate at 300 K, the mobility scale would be

$$\mu\sim\frac{ea^2k_1}{kT}=\frac{(3.8\times10^{-8}\,\text{cm})^2(5.4\times10^5\,\text{s}^{-1})}{0.0259\,\text{V}}\approx3\times10^{-8}\ \text{cm}^2/\text{Vs}.$$

This number inherits the chosen $J$ through $J^2$ and is not a prediction for ceria. Real films also have a spread of phonon frequencies. Adding a soft bath with quantum 0.01 eV and reorganisation energy 0.10 eV changes the slope at 100 K only from 28.1 to 27.7 eV$^{-1}$ for rates resolved on the 0.01 eV scale, or to 27.8 eV$^{-1}$ for rates averaged over the same window as before. The $n=1$ activation energy depends on that choice: 0.088 eV resolved and 0.070 eV window-averaged, against 0.074 eV without the bath. The $n=2$ rate, now resolved on the 0.01 eV scale, is 0.09 times the earlier window average; averaged over the same window it is 0.26 times. The slope is this robust only because the added bath is small. If $\lambda$ is instead divided equally between quanta of 0.07 and 0.03 eV, the slope at 100 K falls to about half with the same window average (between half and three quarters, depending on how the lines are averaged), so a quantitative prediction needs the material's full coupling spectrum.

A field of 1 MV/cm along the hop lowers the mismatch by 0.038 eV. Interpolating the averaged rate smoothly in $n$, this speeds the $n=2$ hop at 100 K by a factor of about 24. The number relies on the interpolation: with strictly one frequency the window average jumps in steps, from a factor of 1 to about 300 as the window passes the $n=1$ line. With the soft bath above, drops of 0.03 and 0.04 eV give factors of about 10 and 21 to 24, so only the order of magnitude should be taken from it. A comparison of hops in a switching device must therefore allow for the field's effect on each mismatch.

Weak coupling can be judged from the Landau-Zener exponent $2\pi J^2/\hbar|v|$, where $v$ is the rate of change of the energy gap. Gaussian gap fluctuations of variance $2\lambda kT_{eff}$, with $kT_{eff}=(\hbar\omega/2)c$, give a crossing average $\langle1/|v|\rangle=\sqrt{\pi/2}/(\omega\sqrt{2\lambda kT_{eff}})$. The exponent is then

$$\frac{\pi^{3/2}J^2}{\hbar\omega\sqrt{\lambda kT_{eff}}},$$

about 0.03 at both 100 and 300 K. This semiclassical estimate supports the golden rule. A tenfold larger $J$ would raise the exponent to about 3, too large for a weak-coupling rate to be relied on. This limit matters for real ceria. With $J=0.01$ eV the model's mobility scale near 1273 K is a few $10^{-4}$ cm$^2$/Vs, below measured values of order $10^{-3}$ to $10^{-2}$ cm$^2$/Vs. Reaching the upper value would need $J\approx0.04$ to 0.06 eV and an exponent of order one, so ceria itself may lie outside the weak-coupling regime treated here.

## What to do with measured data

- **Compare rates at the same temperature before comparing prefactors.** Crossing fitted lines are not evidence of crossing rates. Extend the measurements towards the supposed isokinetic temperature and look for curvature.
- **Check for a fitting correlation.** A fitted line pivots about the mean inverse temperature $\beta_m$ of its data. An error $\delta E_a$ therefore produces $\delta\ln A=\beta_m\delta E_a$, which mimics compensation with $E_{MN}=1/\beta_m$. At 100 K that is 0.0086 eV, well below the 0.036 eV found here.
- **Test the phonon explanation with independent values of $\hbar\omega$ and $\lambda$.** Check $(1+x)q|C_n|\ll1$ first. If it holds, $n$ is well below $S$ and one phonon energy dominates, $E_{MN}$ between hops $n$ and $n+1$ should be close to $\hbar\omega/\ln[S/(n+1)]$, which becomes $\hbar\omega/\ln(\lambda/\Delta)$ for large $n$, and the trend should weaken as $\Delta$ approaches $\lambda$.
- **Keep $J$ and the field comparable across the hops.** If distance or chemistry changes $J$ together with $\Delta$, $\ln J^2$ adds its own slope to $\ln A$.

For the ceria parameters, a strong Meyer-Neldel rule with $E_{MN}$ near 0.04 eV at 300 K would need another cause, such as a coupling $J$ that increases systematically with $\Delta$. At 100 K the counting mechanism is strong, but for the chosen $J$ the $n=4$ hop takes about 80 days on average (the time scales as $1/J^2$), so the current would follow easier paths wherever the sites provide them. The full values are in the numerical output below.

## Numbers as computed

```
phonon energy 0.070 eV; reorganisation 1.60 eV
coupling J 0.010 eV; site spacing 0.38 nm
Huang-Rhys sum S 22.86; rate unit 1.364e+13 1/s
exact dynamics / golden rule: 0.9954
equal modes 60; s per mode 0.3810
n, ln C(N,n), ln(N^n/n!), n ln s, ln(S^n/n!)
1 4.094 4.094 -0.965 3.129
2 7.479 7.496 -1.930 5.565
3 10.441 10.491 -2.895 7.596
4 13.097 13.199 -3.860 9.339
E_MN from cold count, n=1 to 4: 0.0338 eV
cold prefactor is largest at n = 22
T 100 K, x 8.123: n, rate 1/s, E_a eV, ln(A s)
1 1.166e+01 0.0744 11.086
2 3.855e-02 0.1427 13.300
3 8.603e-05 0.2118 15.218
4 1.447e-07 0.2813 16.894
slope of ln A, n=1 to 4: 28.070 1/eV
largest misfit of straight line in ln A: 0.153
T 300 K, x 2.708: n, rate 1/s, E_a eV, ln(A s)
1 5.385e+05 0.2773 23.922
2 1.229e+05 0.3174 23.997
3 2.587e+04 0.3608 24.118
4 5.029e+03 0.4073 24.279
slope of ln A, n=1 to 4: 2.741 1/eV
mobility scale, n=1, 300 K: 3.01e-08 cm2/Vs
T 1000 K, x 0.812: n, rate 1/s, E_a eV, ln(A s)
1 4.993e+09 0.3742 26.673
2 3.236e+09 0.4117 26.675
3 2.059e+09 0.4509 26.678
4 1.286e+09 0.4918 26.682
slope of ln A, n=1 to 4: 0.074 1/eV
E_MN at 100 K: 0.0356 eV; extrapolated T_iso 413 K
true rate ratio n=1 / n=4 at T_iso: 28.01
soft bath: quantum 0.010 eV, reorganisation 0.10 eV
with soft bath, 100 K: slope 27.741 1/eV
with soft bath, 100 K: E_a n=1, 4: 0.0882, 0.2858 eV
soft bath changes n=2 rate at 100 K by factor 0.091
T 100 K: Landau-Zener exponent 0.0336, J/effective kT 0.286
T 300 K: Landau-Zener exponent 0.0314, J/effective kT 0.250
field 1.0 MV/cm: energy drop per hop 0.0380 eV
field speeds n=2 hop at 100 K by factor 23.6
```
